# Separating shell and relativistic contraction of the hafnium 6s orbital

## Problem

The 6s orbital of hafnium is contracted by two causes. Hafnium has a filled 4f shell, whose fourteen electrons screen fourteen protons imperfectly, and electrons that come close to its nucleus, those in 6s included, move fast enough there for relativity to matter. To separate these causes, compare hafnium (Hf, \(Z=72\), [Xe]4f\(^{14}\)5d\(^2\)6s\(^2\)) with a pseudo-atom P that lacks the 4f shell and fourteen protons (\(Z=58\), [Xe]5d\(^2\)6s\(^2\)). Solve the radial mean-field equations for both, with Schrödinger and with Dirac kinematics. How much of the contraction from nonrelativistic P to relativistic Hf belongs to each cause?

P has the nuclear charge and electron number of cerium. It is a cerium atom held in the configuration 4f\(^0\)5d\(^2\)6s\(^2\), which is not its ground configuration.

The mean field is the spherical, spin-restricted local-density approximation (LDA) with VWN correlation. The self-consistent 6s mean radii are:

| | Schrödinger | Dirac |
|---|---:|---:|
| P | 229.0 pm | 218.7 pm |
| Hf | 198.3 pm | 181.3 pm |

Radii are rounded to 0.1 pm, so sums below may differ by 0.1 pm in the last place.

## A tempting solution

Each cause should be measured without the other. The shell effect is therefore taken from the two nonrelativistic atoms,
\[
229.0-198.3=30.7\ \text{pm},
\]
and the relativistic effect from the atom without a 4f shell,
\[
229.0-218.7=10.3\ \text{pm}.
\]
Their sum is 41.0 pm, so the shell supplies \(30.7/41.0=75\%\) and relativity 25%.

## Where it fails

The contraction to be explained is
\[
229.0-181.3=47.7\ \text{pm},
\]
not 41.0 pm. Dividing by the sum of the two effects made the shares add to 100% and hid the missing 6.7 pm.

Both subtractions are correct. The fault is the assumption that an effect measured with the other cause absent keeps its size when the other is present. Measuring both effects with the other cause present does not cure it: \(218.7-181.3=37.4\) pm and \(198.3-181.3=16.9\) pm (from unrounded radii) add to 54.3 pm, which is too much. The solution has to keep track of this dependence.

## The equations being compared

In atomic units, with \(c=1/\alpha\) and energy \(\varepsilon\) measured from the rest energy, the large and small radial components \(P(r)\), \(Q(r)\) obey
\[
c\left(-Q'+\frac{\kappa}{r}Q\right)+VP=\varepsilon P,
\]
\[
c\left(P'+\frac{\kappa}{r}P\right)+(V-2c^2)Q=\varepsilon Q .
\]
Here \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). The potential \(V\) is the sum of the nuclear, Hartree and exchange-correlation potentials. It depends on the density
\[
n(r)=\frac{1}{4\pi r^2}\sum_i N_i\,[P_i^2+Q_i^2],\qquad \int_0^\infty (P_i^2+Q_i^2)\,dr=1,
\]
so equations and density are iterated to consistency. Electrons of an \(l\) subshell are shared between the two \(j\) values in the ratio \((l+1):l\). Both atoms have the same Gaussian nuclear charge distribution, of rms radius 5.3 fm, so nuclear size is held fixed in the comparison.

The Schrödinger case is the limit \(c\to\infty\). The second equation gives
\[
Q=\frac{c\,(P'+\kappa P/r)}{2c^2+\varepsilon-V}\;\longrightarrow\;\frac{1}{2c}\left(P'+\frac{\kappa}{r}P\right).
\]
Inserted into the first, this gives
\[
-\frac12\left(\frac{d}{dr}-\frac{\kappa}{r}\right)\left(P'+\frac{\kappa}{r}P\right)+VP=\varepsilon P .
\]
The product expands to
\[
P''+\frac{\kappa}{r}P'-\frac{\kappa}{r^2}P-\frac{\kappa}{r}P'-\frac{\kappa^2}{r^2}P
=P''-\frac{\kappa(\kappa+1)}{r^2}P .
\]
Both values of \(\kappa\) give \(\kappa(\kappa+1)=l(l+1)\). The result is the radial Schrödinger equation, and the spin-orbit splitting disappears. The two columns of the table thus differ in \(c\) alone, apart from the self-consistent response to that change.

### What relativity does to one electron

A point charge shows the direct effect in closed form. Put \(V=-Z/r\), \(\kappa=-1\), and try \(P=Ar^\gamma e^{-Zr}\), \(Q=Br^\gamma e^{-Zr}\). Since \(P'=(\gamma/r-Z)P\), and likewise for \(Q\), the terms in \(1/r\) require
\[
-c(\gamma+1)B=ZA,\qquad c(\gamma-1)A=ZB .
\]
Eliminating \(B/A\) gives \(\gamma^2=1-Z^2\alpha^2\). The constant terms require
\[
cZB=\varepsilon A,\qquad -cZA=(\varepsilon+2c^2)B .
\]
With \(B/A=c(\gamma-1)/Z\), the first gives \(\varepsilon=c^2(\gamma-1)\). The second gives \(\varepsilon+2c^2=Z^2/(1-\gamma)=c^2(1+\gamma)\), which is the same energy. Both components have the same radial shape, so
\[
\langle r\rangle_{1s}=\frac{\int_0^\infty r^{2\gamma+1}e^{-2Zr}dr}{\int_0^\infty r^{2\gamma}e^{-2Zr}dr}
=\frac{\Gamma(2\gamma+2)}{2Z\,\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}.
\]
For \(c\to\infty\), \(\gamma\to1\) and \(\langle r\rangle=3/(2Z)\). At \(Z=72\), \(\gamma=0.851\), and the radius falls from 1.10 to 0.99 pm, by 10%.

This is a result for 1s, and its percentage cannot be carried over to 6s. What does carry over to any state of a point charge is the scaling. With \(r=\rho/Z\), \(\varepsilon=Z^2e\) and \(Q=Z\alpha\,q\), the equations become
\[
-q'+\frac{\kappa}{\rho}q-\frac1\rho P=eP,
\]
\[
P'+\frac{\kappa}{\rho}P-\left[2+(Z\alpha)^2\left(e+\frac1\rho\right)\right]q=0 .
\]
They contain \(Z\) through \((Z\alpha)^2\) alone, so the leading relative contraction grows as \(Z^2\). A 6s electron in a neutral atom is screened over most of its range, but close to the nucleus, where it moves fastest, the field is nearly that of the bare charge. This suggests, without proving it, that relativity acts more strongly in Hf than in P, so that the two causes interact.

### What the 4f shell and its protons do

Let \(D(r)\) be the radial density of the fourteen 4f electrons, with \(\int_0^\infty D\,dr=14\). Outside the nucleus, adding them and fourteen protons changes the Coulomb potential by
\[
\Delta V(r)=-\frac{14}{r}+\frac1r\int_0^rD(r')dr'+\int_r^\infty\frac{D(r')}{r'}dr' .
\]
Replace the first integral by \(14-\int_r^\infty D\,dr'\). The terms in 14 cancel:
\[
\Delta V(r)=-\frac{q(r)}{r},\qquad
q(r)=\int_r^\infty D(r')\left(1-\frac{r}{r'}\right)dr'\ge0 .
\]
The added field is attractive because \(r'\ge r\) throughout the integral. The unscreened charge \(q\) is 14 when \(r\) is far inside the shell and tends to zero far outside. It decreases steadily between these limits, since \(q'(r)=-\int_r^\infty D(r')/r'\,dr'\). It is an effective charge, defined by the potential at \(r\), and is smaller than the net added charge enclosed within \(r\), which is \(\int_r^\infty D(r')\,dr'\). If the 4f charge were shrunk onto the nucleus, \(q\) would vanish, so in its Coulomb field P is the limit of perfect screening.

In nonrelativistic Hf the 4f mean radius is 34.5 pm. The unscreened charge is \(0.48e\) at 50 pm and \(0.015e\) at 100 pm. With \(e^2/(4\pi\varepsilon_0)=1440\) eV pm, the added potential energy is
\[
-\frac{0.481\times1440}{50}\approx-14\ \text{eV},\qquad
-\frac{0.015\times1440}{100}\approx-0.2\ \text{eV}
\]
at these two radii. The 6s density peaks much farther out, at 167 pm. The direct field thus reaches 6s chiefly through the inner part of the orbital.

An attractive addition to a fixed Schrödinger potential lowers every bound level, by the min–max principle. There is no equally general theorem for the mean radius, so that has to be computed. Adding \(\Delta V\) to the frozen potential of P moves the 6s level from \(-3.9\) to \(-14.2\) eV and its radius from 229 to 128 pm. The self-consistent nonrelativistic Hf values are \(-4.5\) eV and 198 pm. The frozen contraction, 101 pm, is more than three times the self-consistent 31 pm. The difference contains the response of all the other electrons and the exchange-correlation potential of the 4f shell, neither of which is in the frozen calculation. "Shell effect" below means the self-consistent result of adding the protons and the 4f electrons together.

## The correct separation

Write the four radii as \(r_{P0},r_{P1},r_{H0},r_{H1}\), where 0 means Schrödinger and 1 means Dirac. Each cause has two conditional effects:
\[
S_0=r_{P0}-r_{H0},\qquad S_1=r_{P1}-r_{H1},
\]
\[
R_P=r_{P0}-r_{P1},\qquad R_H=r_{H0}-r_{H1}.
\]
The total \(T=r_{P0}-r_{H1}\) can be reached in two orders. Adding and subtracting \(r_{H0}\), or \(r_{P1}\), gives
\[
T=S_0+R_H=R_P+S_1 .
\]
Rearranging the second equality defines the interaction
\[
I=S_1-S_0=R_H-R_P=r_{P1}-r_{H1}-r_{P0}+r_{H0}.
\]
Since \(R_H=R_P+I\), it follows that
\[
T=S_0+R_P+I .
\]
The tempting solution left out \(I\). The second attempt used \(S_1+R_H=T+I\) and counted it twice.

The four radii determine \(I\) but do not say to which cause it belongs. For any number \(w\), the parts
\[
S_w=S_0+wI,\qquad R_w=R_P+(1-w)I
\]
add to \(T\). The choice \(w=0\) switches on the shell first, and \(w=1\) switches on relativity first. If neither order is to be preferred, the two are averaged, which gives \(w=\tfrac12\):
\[
S=\frac{S_0+S_1}{2},\qquad R=\frac{R_P+R_H}{2}.
\]
This is a symmetric convention, not a further physical law. An answer should state it together with \(I\).

For the 6s mean radius,
\[
S=\frac{30.7+37.4}{2}=34.1\ \text{pm},\qquad
R=\frac{10.3+16.9}{2}=13.6\ \text{pm},
\]
with \(I=6.7\) pm. **The symmetric shares are 71% for the shell and 29% for relativity.** Depending on the order, the shell share runs from \(30.7/47.7=64\%\) to \(37.4/47.7=78\%\). The total contraction is 47.7 pm, or 0.90 bohr, which is 21% of the radius of nonrelativistic P.

The positive interaction means that each cause strengthens the other. Relativity contracts 6s by 4.5% in P and by 8.5% in Hf, each relative to its own nonrelativistic radius. The ratio is 1.9, whereas the leading point-charge scaling gives \((72/58)^2=1.54\). The direction agrees with the scaling argument, but the size exceeds it. The calculation does not identify the origin of the excess.

### Is the interaction an artefact of subtracting radii?

Had the two causes multiplied the radius by independent factors, differences of radii would show an interaction while differences of logarithms would not. In logarithms,
\[
\ln\frac{229.01}{198.27}=0.144,\qquad \ln\frac{218.73}{181.33}=0.188 .
\]
The shell effect still grows when relativity is present, so independent factors do not describe the result. The mean of the two is 0.166, and the total is \(\ln(229.01/181.33)=0.233\). The shell share is again 71%.

### Is the average reasonable between the corners?

Let \(Z=58+14\lambda\), with \(14\lambda\) electrons in 4f, and replace \(\alpha^2\) by \(\mu\alpha^2\). The four atoms are the corners of the square \(0\le\lambda,\mu\le1\). Suppose that the radius is bilinear:
\[
r(\lambda,\mu)=a+b\lambda+d\mu+g\lambda\mu .
\]
Then \(S_0=-b\) and \(S_1=-b-g\), while the shell effect measured at \(\mu=\tfrac12\) is
\[
r(0,\tfrac12)-r(1,\tfrac12)=-b-\frac g2=\frac{S_0+S_1}{2}.
\]
Likewise the relativistic effect at \(\lambda=\tfrac12\) is \(-d-g/2=R\). A bilinear radius would therefore give the symmetric parts across the middle of the square. Four further self-consistent solutions give 33.8 and 13.5 pm there, against 34.1 and 13.6 pm from the corners. The small differences show some departure from bilinearity, but not all of it: a curvature in \(\lambda\) alone or in \(\mu\) alone would cancel from this comparison. Such curvature is present: at \(\lambda=\tfrac12\) the radius lies about 1.6 pm below the mean of its end values, and at the centre of the square it is 205.5 pm against a bilinear 206.8 pm. The symmetric parts thus represent the two effects across the middle of the square well, although the radius itself is only roughly bilinear and the split is not thereby made unique.

## Relativity divides in the same way

The relativistic effect in Hf can itself be opened up. A Dirac 6s orbital in the frozen nonrelativistic Hf potential has a mean radius of 173.9 pm. Its own kinematics alone would contract it by
\[
198.3-173.9=24.3\ \text{pm}
\]
(from unrounded radii). A Schrödinger 6s orbital in the relativistic Hf potential has a radius of 206.6 pm, so the changed potential alone expands it by 8.3 pm. That potential contains the relativistic change in the density of all electrons, including the 6s pair, and the calculation does not assign the expansion to particular shells.

The net effect of these two separate changes would be \(24.3-8.3=16.0\) pm, but the self-consistent contraction is 16.9 pm. The remaining difference, about 1 pm, is again an interaction. Following one order closes the account: kinematics takes the radius from 198.3 to 173.9 pm, and the changed potential then takes it back to 181.3 pm.

## From the free atom to the Hf(IV) ion

In Hf(IV) compounds the 6s shell is formally empty. The split found for neutral Hf should not be used as a split of the size of the metal centre. A closer atomic quantity is the mean radius of 5p, the spatially outermost closed shell of the fourfold ion. (In Hf\(^{4+}\) the 4f shell lies higher in energy but has about half the radius.) Removing 5d\(^2\)6s\(^2\) from both atoms gives:

| 5p mean radius | Schrödinger | Dirac |
|---|---:|---:|
| P\(^{4+}\) | 87.8 pm | 86.8 pm |
| Hf\(^{4+}\) | 71.3 pm | 68.9 pm |

The Dirac values are averaged over the two \(j\) components. The total contraction is 18.9 pm, with symmetric parts of 17.2 pm from the shell and 1.7 pm from relativity. The shares are 91% and 9%, so relativity matters much less for this measure of ionic size than for the neutral atom's 6s orbital. The small figure is an average over unlike components: the relativistic share is 20% for 5p\(_{1/2}\) and 2% for 5p\(_{3/2}\), and it is 20% for 5s. Each of these is below the 29% found for 6s, but the 9% belongs to the \(j\)-averaged 5p radius and not to the ion as such.

P\(^{4+}\) has the configuration of the real Ce\(^{4+}\) ion. Empirical radii for sixfold coordination are roughly 70 pm for Hf\(^{4+}\) and 90 pm for Ce\(^{4+}\). They are of similar size to the values in the table, but they come from dividing interatomic distances by a convention, whereas \(\langle r\rangle_{5p}\) is an orbital average. The closeness is therefore no test of the model. A real compound breaks the assumption of a free spherical ion: ligands donate charge into the formally empty 5d and 6s orbitals and distort the closed shells. How far this moves the shares is not determined here; it would need molecular calculations with the same four-way comparison.

## How far the numbers can be trusted

As a check on the numerical solution, integrating the Dirac equation outward in the converged Hf potential gives the same 6s energy, \(-5.26\) eV, and mean radius, 181.3 pm, as the basis expansion. This tests the orbital solution, not the mean field.

Changing the measure of size from the mean radius to the position of the outermost 6s density maximum gives shares of 73% and 27%. Changing the mean field to Hartree–Fock–Slater exchange with the Latter tail gives symmetric parts of 33.8 and 14.5 pm, or 70% and 30%. In that model the exchange potential is \(\tfrac32\) times the LDA one, correlation is omitted, and the potential of the neutral atom is not allowed to rise above \(-1/r\). These variations move the shares by less than two percentage points, which is less than the choice of order does. Both fields use local exchange, however, so their agreement does not bound the error left by self-interaction.

Doubling the nuclear radius with the electronic potential held fixed changes the Hf 6s radius by 0.09 pm, which is negligible here. The Dirac column keeps the nonrelativistic form of LDA exchange. Applying the MacDonald–Vosko relativistic correction to it raises the Dirac 6s radii by 0.3 pm in P and 0.4 pm in Hf and moves the shares to 72% and 28%. Spin polarization, multiplet structure, an orbital-level Breit interaction and quantum-electrodynamic corrections are left out, and their effects have not been sized. Within this model the supported answer is a shell share near 70% and a relativistic share near 30% for 6s, under the symmetric convention and with an interaction of about 7 pm. Further values are given in the numerical output.

## Numbers as computed

```
nuclear rms radius, both atoms: 5.3 fm
bohr radius: 52.9177 pm; speed of light: 137.0360 a.u.
point charge 72, 1s <r>: nr 1.1025, Dirac 0.9929 pm
Ca 4s energy: radial -3.8480, PySCF -3.8480 eV
P  nr    6s: energy -3.855 eV, <r> 229.01 pm, peak 196.80 pm
P  Dirac 6s: energy -4.140 eV, <r> 218.73 pm, peak 187.74 pm
Hf nr    6s: energy -4.530 eV, <r> 198.27 pm, peak 167.02 pm
Hf Dirac 6s: energy -5.259 eV, <r> 181.33 pm, peak 152.09 pm
Hf Dirac 6s by integration: -5.259 eV, <r> 181.33 pm
6s <r>: total contraction 47.68 pm
  shell effect: nr 30.74, Dirac 37.40 pm
  relativistic effect: P 10.29, Hf 16.94 pm
  interaction 6.65 pm; symmetric shell 34.07, relativity 13.61 pm
  shares: shell 71.5 %, relativity 28.5 %
total 6s contraction: 0.9011 bohr, 20.8 % of P nr
relativistic 6s contraction: P 4.49 %, Hf 8.54 %
6s density peak: total contraction 44.71 pm
  shell effect: nr 29.79, Dirac 35.65 pm
  relativistic effect: P 9.07, Hf 14.93 pm
  interaction 5.86 pm; symmetric shell 32.72, relativity 12.00 pm
  shares: shell 73.2 %, relativity 26.8 %
mid-square effects: shell 33.81, relativity 13.52 pm
Hf nr 4f <r>: 34.49 pm
unscreened charge: 0.481 e at 50 pm, 0.015 e at 100 pm
6s in frozen P plus 4f field: -14.180 eV, <r> 128.06 pm
Dirac 6s in nr Hf potential: <r> 173.94 pm
nr 6s in Dirac Hf potential: <r> 206.62 pm
5p <r> in P4+: nr 87.83, Dirac 86.78 pm
5p <r> in Hf4+: nr 71.25, Dirac 68.90 pm
5p <r> of 4+ ions: total contraction 18.93 pm
  shell effect: nr 16.57, Dirac 17.88 pm
  relativistic effect: P 1.05, Hf 2.36 pm
  interaction 1.31 pm; symmetric shell 17.22, relativity 1.70 pm
  shares: shell 91.0 %, relativity 9.0 %
HFS-Latter 6s <r>: P 228.78, 217.78; Hf 198.51, 180.43 pm (nr, Dirac)
HFS-Latter 6s <r>: total contraction 48.35 pm
  shell effect: nr 30.27, Dirac 37.35 pm
  relativistic effect: P 11.00, Hf 18.08 pm
  interaction 7.08 pm; symmetric shell 33.81, relativity 14.54 pm
  shares: shell 69.9 %, relativity 30.1 %
Hf 6s <r> shift, nuclear radius doubled: 0.0905 pm
```
